# The elastic kinematic factor and its second root

## Equal masses

Let a projectile strike a free atom of the same mass, initially at rest. Write \(\mathbf v_1\) for the projectile velocity before the collision, and \(\mathbf v_1'\), \(\mathbf v_2'\) for the velocities of projectile and target afterwards. With equal masses, momentum and kinetic energy conservation read

\[
\mathbf v_1=\mathbf v_1'+\mathbf v_2',\qquad v_1^2=v_1'^2+v_2'^2 .
\]

Squaring the first equation gives \(v_1^2=v_1'^2+v_2'^2+2\mathbf v_1'\cdot\mathbf v_2'\). Comparison with the second shows that \(\mathbf v_1'\cdot\mathbf v_2'=0\). The three velocities therefore form a right triangle with hypotenuse \(v_1\). If the projectile leaves at laboratory angle \(\psi\) to its original direction, then \(v_1'=v_1\cos\psi\), and the fraction of its energy that it keeps is

\[
K=\frac{v_1'^2}{v_1^2}=\cos^2\psi .
\]

A speed cannot be negative, so there is no scattering beyond \(90^\circ\). In a head-on collision the projectile stops, and its final direction has no meaning.

Unequal masses bring a new question: can one angle correspond to two energies? Let the projectile have mass \(M_1\) and energy \(E_0=\tfrac12M_1v_1^2\), and the target mass \(M_2\). The target is free and at rest, the speeds are non-relativistic, and no energy goes into internal excitation. Define

\[
r=\frac{v_1'}{v_1}\ge 0,\qquad K=r^2,\qquad M=M_1+M_2 .
\]

The angle \(\psi\) lies between \(0\) and \(180^\circ\). The condition \(r\ge0\) will decide which roots are physical.

## First derivation: conservation in the laboratory

Momentum conservation fixes the recoil velocity, \(M_2\mathbf v_2'=M_1(\mathbf v_1-\mathbf v_1')\). Squaring removes the unknown recoil direction:

\[
M_2^2v_2'^2=M_1^2v_1^2\left(1+r^2-2r\cos\psi\right).
\]

Energy conservation, multiplied by two, says that the energy lost by the projectile is the energy of the recoil:

\[
M_1v_1^2(1-r^2)=M_2v_2'^2 .
\]

Divide the momentum equation by \(M_2\), insert it on the right, and multiply by \(M_2/(M_1v_1^2)\):

\[
M_2(1-r^2)=M_1(1+r^2-2r\cos\psi). \tag{1}
\]

Collecting powers of \(r\) gives

\[
Mr^2-2M_1r\cos\psi+(M_1-M_2)=0. \tag{2}
\]

One quarter of its discriminant is

\[
M_1^2\cos^2\psi-(M_1+M_2)(M_1-M_2)
=M_2^2-M_1^2\sin^2\psi\equiv D^2,
\]

where \(\cos^2\psi-1=-\sin^2\psi\) was used. Hence

\[
r_\pm=\frac{M_1\cos\psi\pm D}{M},\qquad
K_\pm=\left[\frac{M_1\cos\psi\pm\sqrt{M_2^2-M_1^2\sin^2\psi}}{M_1+M_2}\right]^2. \tag{3}
\]

The signs of the roots follow from their product and sum:

\[
r_+r_-=\frac{M_1-M_2}{M},\qquad r_++r_-=\frac{2M_1\cos\psi}{M}.
\]

**Light projectile, \(M_1<M_2\).** The quantity \(D^2\) is positive at every angle. The product is negative, so one root is positive and one negative. The positive root is \(r_+\), because \(D\ge0\) makes it the larger. There is one energy at each angle.

**Equal masses.** Equation (2) becomes \(2M_1r(r-\cos\psi)=0\). The root \(r=\cos\psi\) is the result found above, valid below \(90^\circ\). The root \(r=0\) is the head-on stop, not a second beam at angle \(\psi\).

**Heavy projectile, \(M_1>M_2\).** Real roots need \(\sin\psi\le M_2/M_1\). The product is positive, so both roots have the same sign, and their sum shows that this is the sign of \(\cos\psi\). Both are therefore physical when

\[
0<\psi<\psi_{\max},\qquad \psi_{\max}=\arcsin\frac{M_2}{M_1}<90^\circ . \tag{4}
\]

At \(\psi_{\max}\) they merge, and at larger angles there is no scattering.

Squaring the momentum equation has introduced no false solution with \(r\ge0\). For any such root, define \(\mathbf v_2'\) by the unsquared momentum equation; equation (2) then ensures energy conservation. Each nonnegative root is thus an allowed final state. Whether a given force produces it is a separate question.

The negative roots also have a meaning. Equation (2) is unchanged by \(r\to-r\), \(\psi\to180^\circ-\psi\), because both factors in \(r\cos\psi\) change sign. A negative root at \(\psi\) is thus a positive root at \(180^\circ-\psi\): the projectile moves the opposite way. Squaring \(r\) hides this, so a real and positive \(K\) from equation (3) does not by itself prove that a collision exists.

## Second derivation: a circle of velocities

The centre of mass moves with the constant velocity \(\mathbf V=M_1\mathbf v_1/M\). Let \(\mathbf g\) be the projectile velocity relative to the target. The definitions of \(\mathbf V\) and \(\mathbf g\) give the projectile velocity as \(\mathbf V+(M_2/M)\mathbf g\), and the total kinetic energy separates into

\[
\frac12MV^2+\frac12\frac{M_1M_2}{M}g^2 .
\]

The first term is fixed by momentum conservation. In an elastic collision the second is then fixed too, so the relative velocity keeps its magnitude and can only turn. Initially \(\mathbf g=\mathbf v_1\), since the target is at rest. Afterwards \(\mathbf g'=v_1\mathbf n\), where the unit vector \(\mathbf n\) makes the centre-of-mass scattering angle \(\theta\) with the beam direction \(\mathbf x\). Therefore

\[
\frac{\mathbf v_1'}{v_1}=\frac{M_1\mathbf x+M_2\mathbf n}{M}. \tag{5}
\]

As \(\theta\) varies, the tip of this vector traces a circle with centre at distance \(M_1/M\) from the origin and radius \(M_2/M\). To find the speed at laboratory angle \(\psi\), draw a ray from the origin at that angle and see where it meets the circle.

Let \(\mathbf e\) be the unit vector along the ray, so that the left side of (5) is \(r\mathbf e\). Then \(M_2\mathbf n=Mr\mathbf e-M_1\mathbf x\), and squaring gives

\[
M_2^2=M^2r^2-2MM_1r\cos\psi+M_1^2 .
\]

Write \(M_1^2=M_1^2\cos^2\psi+M_1^2\sin^2\psi\) and complete the square:

\[
(Mr-M_1\cos\psi)^2=M_2^2-M_1^2\sin^2\psi .
\]

Taking both square roots gives equation (3) again. The number of physical roots can now be read from the figure. If \(M_1<M_2\), the origin lies inside the circle and each ray leaves it once. If \(M_1=M_2\), the origin lies on the circle. If \(M_1>M_2\), it lies outside, and a forward ray close enough to the beam enters and leaves the circle, which gives two speeds.

The limiting ray is tangent, so the radius along \(\mathbf n\) is perpendicular to the velocity:

\[
\mathbf n\cdot(M_1\mathbf x+M_2\mathbf n)=0
\quad\Rightarrow\quad \cos\theta=-\frac{M_2}{M_1}.
\]

At this point \(D=0\), so the two roots are equal and their product gives \(K=r_+r_-=(M_1-M_2)/M\).

Squaring (5) also gives

\[
K=\frac{M_1^2+M_2^2+2M_1M_2\cos\theta}{M^2}, \tag{6}
\]

which falls steadily as \(\theta\) grows. Of the two collisions at the same \(\psi\), the one with \(K_+\) has the smaller \(\theta\) and the one with \(K_-\) the larger. As \(\psi\to0\), the first becomes a distant miss with \(K_+\to1\). The second becomes a head-on collision with \(K_-\to[(M_1-M_2)/M]^2\), after which the heavy projectile still moves forward. A light projectile reaches the same head-on expression at \(\psi=180^\circ\).

The recoils differ as well. Momentum conservation and (5) give \(\mathbf v_2'=(M_1v_1/M)(\mathbf x-\mathbf n)\). Its angle \(\phi\) from the beam, on the side opposite the projectile, obeys

\[
\tan\phi=\frac{\sin\theta}{1-\cos\theta}=\cot\frac\theta2,
\qquad \phi=90^\circ-\frac\theta2 .
\]

## Argon ions on cerium dioxide

Take a 100 keV argon-40 beam on CeO2, observed at \(\psi=20^\circ\). The masses are 39.962 u for argon, 139.905 u for cerium-140 and 15.995 u for oxygen-16. Argon is lighter than cerium but heavier than oxygen, so one target shows both cases.

For cerium, \(M_1\cos\psi=37.552\) u and \(D=139.236\) u:

\[
r_+=\frac{37.552+139.236}{179.868}=0.9829,\qquad K=0.966 .
\]

The other root, \(-0.5653\), belongs to scattering at \(160^\circ\). For oxygen, \(D=8.308\) u:

\[
r_\pm=\frac{37.552\pm8.308}{55.957}=0.8196,\ 0.5226;
\qquad K_\pm=0.672,\ 0.273 .
\]

Single collisions therefore give three argon energies from two elements: 96.6 keV from cerium, and 67.2 and 27.3 keV from oxygen. The two oxygen recoils carry the remaining 32.8 and 72.7 keV. Other single collisions send target atoms themselves to \(20^\circ\). Since \(|\mathbf x-\mathbf n|=2\sin(\theta/2)=2\cos\phi\), a recoil at angle \(\phi\) has energy \(4M_1M_2E_0\cos^2\phi/M^2\), which at \(\phi=20^\circ\) is 72.1 keV for oxygen and 61.0 keV for cerium. A detector that measures energy but not mass records these two peaks as well.

For oxygen, the component of (5) along the beam gives \(\cos\theta=(Mr\cos\psi-M_1)/M_2\). Hence \(\theta=78.7^\circ\) for the plus root and \(141.3^\circ\) for the minus root, with recoils at \(50.6^\circ\) and \(19.4^\circ\). Detecting the recoil would distinguish the two events.

To see which encounters produce these peaks, Newton's equations for both atoms were integrated numerically with the Ziegler–Biersack–Littmark universal screened potential. The impact parameter, the sideways offset of the incoming path, was adjusted until the ion left at \(20^\circ\). The oxygen results are about 0.0033 nm for \(K_+\) and 0.0010 nm for \(K_-\). These lengths depend on the model potential; the two values of \(K\) do not.

The limit for oxygen is \(\psi_{\max}=23.6^\circ\), where both branches reach \(K=0.428\). At \(170^\circ\), equation (3) with the plus sign still returns \(K=0.199\), but the root is \(r=-0.4458\). No argon ion is scattered there by one elastic collision with resting oxygen. The number is the \(K_-\) of scattering at \(10^\circ\). Cerium does scatter argon to \(170^\circ\), with \(K=0.311\).

Two peaks from one element do not make the target mass ambiguous. Solving (1) for it gives

\[
M_2=M_1\frac{1+r^2-2r\cos\psi}{1-r^2},\qquad 0\le r<1 .
\]

For the lower oxygen peak this is \(39.962\times0.2909/0.7269=15.99\) u. The upper peak gives the same mass. This inversion requires that the peak be scattered argon from a single elastic collision. Applied to the oxygen-16 recoil peak at 72.1 keV, it returns a false mass of 17.9 u, close to that of oxygen-18.

## What moves the peaks

Suppose the collision also excites electrons and absorbs an energy \(Q\). Twice the energy balance is then \(M_1v_1^2(1-r^2)=M_2v_2'^2+2Q\). Since \(2Q=M_1v_1^2Q/E_0\), the steps that led to (2) now give

\[
Mr^2-2M_1r\cos\psi+M_1-M_2+M_2\frac{Q}{E_0}=0 .
\]

The sum of the roots is unchanged and their product rises, so two positive roots move towards each other. For an assumed loss of 500 eV, a rough scale and not a measured value, the upper oxygen peak falls by 0.80 keV and the lower one rises by 0.51 keV. The lower-energy ion gains because, at fixed \(\psi\), the loss changes the required \(\theta\) and reduces the recoil energy by more than \(Q\).

A larger angle also draws the two positive roots together, because it lowers their sum and leaves their product unchanged. Differentiating (2) gives \((Mr-M_1\cos\psi)\,dr+M_1r\sin\psi\,d\psi=0\). The first bracket equals \(\pm D\), hence

\[
\frac{dK_\pm}{d\psi}=2r_\pm\frac{dr_\pm}{d\psi}
=\mp\frac{2K_\pm M_1\sin\psi}{D}.
\]

This slope diverges at \(\psi_{\max}\), where \(D=0\). Moving the detector from \(20^\circ\) to \(20.5^\circ\) lowers the upper oxygen peak by 1.99 keV and raises the lower one by 0.83 keV.

A real oxide is not a single layer of free atoms. Ions also lose energy on the way to and from the collision. With an assumed rough stopping of 1 keV/nm, taken as the same at all energies, and 1 nm of path each way, the detected energy is \(K(E_0-1\,\text{keV})-1\,\text{keV}\). The oxygen peaks then fall by 1.67 and 1.27 keV, upper peak first. Collisions at a range of depths spread each peak towards lower energy. This smooth shift is only an average. At these energies more than half of the stopping comes from collisions with nuclei, which also deflect the ion. With the same screened potential and randomly placed atoms, a deflection above \(0.5^\circ\) occurs roughly once per nanometre, and a change of \(0.5^\circ\) moves the oxygen peaks by 1 to 2 keV, as found above. Multiple scattering is thus as important as the stopping shift over the same path, and both grow with depth, so the sharp picture of three argon peaks suits only the outermost atoms. The resulting peak shapes and the effect of channeling are not estimated here.

Thermal motion breaks the assumption of a resting target. With classical velocity components of variance \(k_BT/M_2\) at 300 K, linear propagation through the conservation laws gives an rms spread of 0.06 to 0.07 keV in the oxygen peaks. Quantum zero-point motion would add to this. Relativistic conservation laws shift the peaks by about 0.03 eV, which is negligible. An oxygen-18 atom gives separate lines, 5.1 keV above the upper oxygen-16 peak and 7.4 keV below the lower one. Differentiating (1) at fixed \(\psi\) gives \(dr_\pm/dM_2=\pm(1-r_\pm^2)/(2D)\), so a heavier target moves the two roots apart.

## What each derivation assumes

Both derivations use the same physical input: two bodies, a free target at rest, conserved momentum and unchanged total kinetic energy. Their agreement confirms the algebra but is not independent evidence for these assumptions. Neither needs the form of the force. A force enters when one asks which impact parameter leads to which angle, or how many ions arrive there.

The laboratory derivation needs no second reference frame. An energy loss enters as one added term, and a relativistic treatment would keep the same two conservation laws with different expressions for momentum and energy. Its weakness is that the roots must be sorted by sign afterwards.

The circle derivation also assumes that velocities add in the Galilean way, so it cannot be carried over unchanged to relativistic speeds. In return, it shows the number of roots at once and tells which collision is harder. An energy loss leaves the centre of the circle fixed and reduces its radius, because the relative speed after the collision is smaller. This reveals a limit of the elastic rule: even if \(M_1<M_2\), a sufficient loss can shrink the circle until the origin lies outside it. The closer the masses, the smaller the loss needed. A second root then becomes physical although the projectile is the lighter body. The condition, from the sign of the product of the roots, is

\[
\frac{Q}{E_0}>\frac{M_2-M_1}{M_2},
\]

together with a forward angle small enough for the roots to be real, and a loss small enough to leave some relative motion, \(Q<M_2E_0/M\). The criterion \(M_1>M_2\) for two energies at one angle thus belongs to elastic collisions.

Numerical values quoted here were computed with a short program.
